\section*{Three-Beam Interference: Ninefold Peaks and Exact Zeros on a Hexagonal Lattice}

\section{The dose that addition of intensities misses}

Suppose that three coherent laser beams expose a photoresist, each delivering a dose of $6\ \mathrm{mJ/cm^2}$. Adding the doses predicts a uniform $18\ \mathrm{mJ/cm^2}$ and no pattern. Carrying over the two-beam rule, that darkness lies midway between neighbouring bright fringes, gives a pattern with its dark points in the wrong places. In the scalar model the dose runs from zero to $54\ \mathrm{mJ/cm^2}$, and midway between two neighbouring peaks it is $6\ \mathrm{mJ/cm^2}$. The zeros lie at the centres of triangles of peaks.

\section{Assumptions and theorem}

Three mutually coherent scalar plane waves have the same angular frequency $\omega$, wavelength $\lambda$ and real amplitude $E_0$. Their wave vectors make the same angle $\theta$ with the $z$ axis, $0<\theta<90^\circ$, and have azimuths $0^\circ$, $120^\circ$, $240^\circ$. Put $k=2\pi/\lambda$ and $q=k\sin\theta$. The transverse wave vectors are
\begin{equation}
\mathbf q_1=q(1,0),\quad
\mathbf q_2=q\left(-\tfrac12,\tfrac{\sqrt3}{2}\right),\quad
\mathbf q_3=q\left(-\tfrac12,-\tfrac{\sqrt3}{2}\right),
\end{equation}
and all three waves have $k_z=k\cos\theta$. Let $\mathbf r=(x,y)$, and let $I_0$ be the cycle-averaged squared field of one beam alone. The beams are first taken in phase at the origin.

\paragraph{Theorem.} The intensity $I$ is independent of $z$. Its maxima equal $9I_0$ and form a triangular (hexagonal Bravais) lattice of spacing
\begin{equation}
a=\frac{4\pi}{3q}=\frac{2\lambda}{3\sin\theta}.
\end{equation}
Its zeros are exact. They lie at the centres of the triangles of neighbouring maxima, at distance $a/\sqrt3$ from each corner, two per unit cell, and form a honeycomb. Midway between neighbouring maxima there are saddle points with $I=I_0$.

\section{Proof}

\paragraph{Lemma 1 (intensity).} With $\alpha=(\mathbf q_1-\mathbf q_3)\cdot\mathbf r$ and $\beta=(\mathbf q_2-\mathbf q_3)\cdot\mathbf r$,
\begin{equation}
F\equiv\frac{I}{I_0}=|1+e^{i\alpha}+e^{i\beta}|^2
=3+2[\cos\alpha+\cos\beta+\cos(\alpha-\beta)].
\label{F}
\end{equation}

\emph{Proof.} The total field is $\mathrm{Re}(Ce^{-i\omega t})$ with $C=E_0e^{ik_zz}\sum_je^{i\mathbf q_j\cdot\mathbf r}$. For any complex $C$,
\begin{equation}
[\mathrm{Re}(Ce^{-i\omega t})]^2=\tfrac12|C|^2+\tfrac12\mathrm{Re}(C^2e^{-2i\omega t}).
\end{equation}
The last term averages to zero over a cycle, leaving $|C|^2/2$. One beam alone gives $I_0=E_0^2/2$, so $F=|\sum_je^{i\mathbf q_j\cdot\mathbf r}|^2$. The factor $e^{ik_zz}$ has modulus one, so $z$ drops out. Taking out $e^{i\mathbf q_3\cdot\mathbf r}$, also of modulus one, gives the first form. In the square, the three diagonal products give 3 and each pair of terms gives twice the cosine of its phase difference. $\square$

\paragraph{Lemma 2 (unit cell).} Each pair $(\alpha,\beta)$ modulo $2\pi$ occurs once per cell of the triangular lattice generated by
\begin{equation}
\mathbf A_1=a(1,0),\qquad \mathbf A_2=a\left(-\tfrac12,\tfrac{\sqrt3}{2}\right).
\end{equation}

\emph{Proof.} Subtracting the wave vectors gives
\begin{equation}
\alpha=q\left(\tfrac32x+\tfrac{\sqrt3}{2}y\right),\qquad \beta=\sqrt3\,qy.
\label{ab}
\end{equation}
This linear map is invertible. A step that changes $\alpha$ by $2\pi$ and leaves $\beta$ fixed needs $y=0$ and $\tfrac32qx=2\pi$, so $x=4\pi/(3q)=a$; this is $\mathbf A_1$. A step that changes $\beta$ by $2\pi$ and leaves $\alpha$ fixed needs $y=2\pi/(\sqrt3q)=\sqrt3a/2$ and $x=-y/\sqrt3=-a/2$; this is $\mathbf A_2$. Hence $\mathbf r=(\alpha\mathbf A_1+\beta\mathbf A_2)/2\pi$. Both vectors have length $a$ and they enclose $120^\circ$, so they generate a triangular lattice. $\square$

The cosines in \eqref{F} average to zero over a cell, so the mean intensity is $3I_0$. Interference redistributes the dose and leaves the sum of the three separate doses as its mean.

\paragraph{Lemma 3 (maxima and zeros).} Per cell, $F=9$ only at $(\alpha,\beta)=(0,0)$, and $F=0$ only at $\pm(2\pi/3,-2\pi/3)$.

\emph{Proof.} Each cosine in \eqref{F} is at most 1, so $F\le3+6=9$. Equality requires $\cos\alpha=\cos\beta=1$, hence $\alpha=\beta=0$ modulo $2\pi$.

A zero requires $e^{i\beta}=-(1+e^{i\alpha})$. Taking squared moduli gives $1=2+2\cos\alpha$, so $\cos\alpha=-\tfrac12$. Exchanging the two phases gives $\cos\beta=-\tfrac12$. The imaginary part requires $\sin\alpha=-\sin\beta$, so the phases are $2\pi/3$ and $-2\pi/3$ in either order. Both choices satisfy the original equation. $\square$

By Lemma 2 the first zero is at
\begin{equation}
\frac{\mathbf A_1-\mathbf A_2}{3}=a\left(\frac12,-\frac1{2\sqrt3}\right),
\end{equation}
the mean of the three lattice points $0$, $\mathbf A_1$ and $-\mathbf A_2$. It is therefore the centre of a triangle of neighbouring peaks. Its distance from the origin is $a\sqrt{1/4+1/12}=a/\sqrt3$. The second zero is the reflected point, in a triangle of opposite orientation. A cell contains two triangles, so each triangle holds one zero, and their centres form a honeycomb.

\paragraph{Lemma 4 (saddles and the $I_0$ contour).} The remaining stationary points are three saddles per cell, midway between neighbouring peaks, with $F=1$. Moreover
\begin{equation}
F-1=8\cos\frac\alpha2\cos\frac\beta2\cos\frac{\alpha-\beta}2.
\label{product}
\end{equation}

\emph{Proof.} Use $1+\cos(\alpha-\beta)=2\cos^2\frac{\alpha-\beta}2$ and $\cos\alpha+\cos\beta=2\cos\frac{\alpha+\beta}2\cos\frac{\alpha-\beta}2$:
\begin{align}
F-1&=2[1+\cos\alpha+\cos\beta+\cos(\alpha-\beta)]\nonumber\\
&=4\cos\frac{\alpha-\beta}2\left[\cos\frac{\alpha-\beta}2+\cos\frac{\alpha+\beta}2\right].
\end{align}
The bracket equals $2\cos\frac\alpha2\cos\frac\beta2$, which proves \eqref{product}.

Setting the derivatives of $F$ with respect to $\alpha$ and $\beta$ to zero gives
\begin{equation}
\sin\alpha+\sin(\alpha-\beta)=0,\qquad \sin\beta-\sin(\alpha-\beta)=0.
\end{equation}
Their sum is $\sin\alpha+\sin\beta=0$, so $\beta=-\alpha$ or $\beta=\alpha+\pi$. In the first case $\sin\alpha+\sin2\alpha=\sin\alpha(1+2\cos\alpha)=0$, which gives the maximum, the two zeros and $(\pi,\pi)$. In the second case $\sin(\alpha-\beta)=0$, so $\sin\alpha=0$, which gives $(0,\pi)$ and $(\pi,0)$. At each of the three new points two factors of \eqref{product} vanish and the third does not. The two vanishing factors change sign across different lines, so $F-1$ takes both signs nearby: the point is a saddle with $F=1$. The positions are $\mathbf A_1/2$, $\mathbf A_2/2$ and $(\mathbf A_1+\mathbf A_2)/2$, halfway to neighbouring peaks. $\square$

The four lemmas prove the theorem. Equation \eqref{product} also shows that the contour $I=I_0$ consists of straight lines. For $-\pi<\alpha,\beta<\pi$ the first two cosines are positive, so $F<1$ requires $|\alpha-\beta|>\pi$. This selects two corner triangles of total area $\pi^2$ in a square of area $4\pi^2$. One quarter of the exposed area thus receives less than one beam's dose.

\section{Shape near the peaks and zeros}

Along a row of peaks, $y=0$, \eqref{ab} gives $\beta=0$ and $\alpha=2\pi x/a$, so
\begin{equation}
F(x,0)=5+4\cos\frac{2\pi x}{a}.
\label{row}
\end{equation}
This cut falls only to 1 and misses the zeros. Across the row, $x=0$, put $\chi=2\pi y/(\sqrt3a)$. Then $\alpha=\chi$, $\beta=2\chi$ and
\begin{equation}
F(0,y)=3+4\cos\chi+2\cos2\chi=(1+2\cos\chi)^2,
\label{across}
\end{equation}
where $\cos2\chi=2\cos^2\chi-1$. This cut passes through zeros.

For a small displacement $\rho$ from a peak, $\cos u\approx1-u^2/2$ gives $F\approx9-[\alpha^2+\beta^2+(\alpha-\beta)^2]$. From \eqref{ab},
\begin{equation}
\alpha^2+\beta^2+(\alpha-\beta)^2
=q^2\left[\tfrac92x^2+\tfrac32y^2+3y^2\right]=\tfrac92q^2\rho^2.
\label{squares}
\end{equation}
Near a zero, let $u$ and $v$ be the changes of $\alpha$ and $\beta$. The amplitude is, to first order, $i(e^{2\pi i/3}u+e^{-2\pi i/3}v)$, or the same with the exponents' signs reversed. Its squared modulus is $u^2+v^2-uv=\tfrac12[u^2+v^2+(u-v)^2]$. With \eqref{squares}, the leading laws are
\begin{equation}
F\approx9-\tfrac92q^2\rho^2\ \text{(peak)},\qquad
F\approx\tfrac94q^2\rho^2\ \text{(zero)}.
\label{local}
\end{equation}
Both are isotropic at this order.

\section{A 650 nm pattern}

Take $\lambda=325\ \mathrm{nm}$, roughly a helium--cadmium laser line, and choose $a=650\ \mathrm{nm}$. Then
\begin{equation}
\sin\theta=\frac{2(325)}{3(650)}=0.3333,\qquad \theta=19.47^\circ,
\end{equation}
and $q=0.006444\ \mathrm{nm^{-1}}$. At this wavelength in air the spacing cannot go below $2\lambda/3=216.7\ \mathrm{nm}$, the limit $\theta\to90^\circ$. A numerical search of the time-averaged squared field, made without the lattice formula, found the nearest peaks at 650.00 nm from the central one and the nearest zeros at 375.28 nm, in agreement with $a$ and $a/\sqrt3$.

With $6\ \mathrm{mJ/cm^2}$ per beam at the wafer, the peak, mean and saddle doses are $9\times6=54$, $3\times6=18$ and $6\ \mathrm{mJ/cm^2}$. These are scalar doses before losses in the resist.

For an ideal resist that clears above a sharp threshold of half the peak dose, $27\ \mathrm{mJ/cm^2}$, set $F=4.5$. Equation \eqref{row} gives $\cos(2\pi x/a)=-1/8$ and a full width $(a/\pi)\arccos(-1/8)=350.9\ \mathrm{nm}$. Equation \eqref{across} gives $\cos\chi=(\sqrt{4.5}-1)/2$ and a width of 349.6 nm. The holes are nearly round. In this model they stay separate for thresholds between 6 and $54\ \mathrm{mJ/cm^2}$; at the lower limit they meet at the saddles.

Around a zero, the dose stays below $1\ \mathrm{mJ/cm^2}$ out to a radius that \eqref{local} puts at
\begin{equation}
\rho=\frac1q\sqrt{\frac{1/6}{9/4}}=42.2\ \mathrm{nm}.
\end{equation}
The full pattern gives 40.0 to 46.2 nm, depending on direction. The cut \eqref{across} shows why. With $\chi=2\pi/3+\varepsilon$, the amplitude is $1+2\cos\chi\approx-\sqrt3\,\varepsilon+\varepsilon^2/2$. Its size grows faster for $\varepsilon<0$, towards the peak, than for $\varepsilon>0$, towards the saddle.

\section{Remarks on the assumptions}

\paragraph{Phases and angles.} Constant beam phases $\delta_j$ replace $\alpha$ by $\alpha+\delta_1-\delta_3$ and $\beta$ by $\beta+\delta_2-\delta_3$. The pattern moves rigidly by $\mathbf r_0$, where $(\mathbf q_i-\mathbf q_3)\cdot\mathbf r_0=-(\delta_i-\delta_3)$ for $i=1,2$. If the polar angles differ, the phases $k_{z,j}z$ no longer cancel and the pattern slides sideways with depth. Other distinct azimuths at equal $\theta$ keep $\alpha$ and $\beta$ independent, so the ninefold peaks and the zeros survive, though the hexagonal symmetry is in general lost.

\paragraph{Unequal amplitudes.} Three phasors can close into a triangle if no length exceeds the sum of the other two, and the zeros then survive. For relative amplitudes 1, 1, 0.9 the peak is $2.9^2I_0=8.41I_0$. The missing amplitude 0.1 must be balanced by the linear amplitude $\tfrac32q\rho$ implied by \eqref{local}, which gives a shift of about 10 nm; the numerical value is 10.2 nm. For amplitudes 1, 1, 2.5 the triangle cannot close and the minimum is $(2.5-2)^2I_0=0.25I_0$.

\paragraph{Polarization.} Light is a vector field, and each pair cosine is weighted by the overlap of two polarization vectors; a complex overlap also shifts the phase of the cosine. If all beams are polarized azimuthally, with equal phases, these vectors are $120^\circ$ apart and each overlap is $-\tfrac12$. Then
\begin{equation}
F_{\rm az}=3-[\cos\alpha+\cos\beta+\cos(\alpha-\beta)]=\frac{9-F}{2}.
\end{equation}
The pattern is reversed: dark at the scalar peaks, and $4.5I_0$ at the scalar zeros.

A common linear polarization, projected perpendicular to each beam, has overlaps that tend to 1 as $\theta\to0$, which restores the scalar result. Here, with the polarization along the first beam's azimuth, the extremes in air are 0.238 and 8.496, in units of one third of the cell mean. In a resist of index 1.7, with refraction and Fresnel transmission included, they are 0.086 and 8.825.

For circular light of one handedness in air, each beam has two transverse circular components of size $(1\pm\cos\theta)/2$ and a longitudinal one of size $\sin\theta/\sqrt2$. Their phases differ by one turn of azimuth from one component to the next. At each of the three symmetric points of the cell, one component therefore adds fully and the other two cancel. The intensities there are $9[(1+\cos\theta)/2]^2$, $9\sin^2\theta/2$ and $9[(1-\cos\theta)/2]^2$, in units of $I_0$. The first and last are the computed extremes, 8.493 and 0.007. The middle one is $9(1/9)/2=0.5$, so the two dark sites are no longer equivalent.

\paragraph{Reflection and absorption.} In the scalar model a substrate returns all three waves with the same amplitude ratio, taken here as real, $r$. Only this one return is counted; further reflection at the top surface of the resist is left out. With $K$ the common depth wave number in the resist, the whole pattern is multiplied by
\begin{equation}
|e^{iKz}+re^{-iKz}|^2=1+r^2+2r\cos2Kz.
\end{equation}
The zeros survive, but the dose varies with depth, with period $\pi/K=97.5\ \mathrm{nm}$. A reflectance $r^2=0.01$ gives factors from 0.81 to 1.21; $r^2=0.35$ gives 0.17 to 2.53. Absorption of $0.5\ \mathrm{\mu m^{-1}}$ in 300 nm of resist is taken separately. The refracted beams have $\sin\theta'=\sin\theta/1.7$, so $\cos\theta'=0.981$ and their slanted path is $300/0.981=306$ nm. The dose at the bottom is multiplied by $e^{-0.153}=0.858$, equally for all points of the pattern.

\paragraph{Lost coherence.} Independent Gaussian phase jitter of rms $\sigma$ in each beam gives a phase difference of variance $2\sigma^2$, so each pair cosine is multiplied by $e^{-\sigma^2}$. At a zero the three cosines sum to $-\tfrac32$, and the averaged intensity becomes $3(1-e^{-\sigma^2})I_0$. For $\sigma=0.10$ rad this is $0.0299I_0$, or $0.179\ \mathrm{mJ/cm^2}$, while the peak falls to $8.940I_0$.

A finite coherence length $L$ acts similarly. If a path difference $d$ multiplies a pair cosine by $e^{-(d/L)^2}$, a zero rises by $\sum d^2/L^2$ to leading order. By \eqref{squares}, at distance $R$ from the point of equal paths this is $\tfrac92\sin^2\theta\,R^2/L^2$. For $R=10$ mm and $L=100$ mm the largest path difference is 5.77 mm and the zero rises to $0.0050I_0$.

\paragraph{The real exposure.} The wavelength belongs to a laser used for interference lithography; the resist index, absorption, reflectances and coherence length are rough values, and the dose, jitter and imbalance are chosen. Reflection from an uncoated substrate has a large effect: with a single return counted, the nominal $54\ \mathrm{mJ/cm^2}$ peak would range from about 9 to $137\ \mathrm{mJ/cm^2}$ with depth, before absorption. With the reflectance reduced to 0.01, the range is about 44 to $65\ \mathrm{mJ/cm^2}$. Repeated reflection between the substrate and the top surface of the resist multiplies each range by a further factor, which depends on the resist thickness. The common linear polarization computed above, along the first beam's azimuth, removes the exact zeros: in the resist, with the cell mean held at $18\ \mathrm{mJ/cm^2}$, the darkest points receive about $0.5\ \mathrm{mJ/cm^2}$ if the substrate reflects nothing. This residue is mainly the longitudinal field, which on reflection changes sign relative to the transverse field, so its standing wave is strongest where the mean dose is weakest. With a reflecting substrate the single depth factor of the scalar model therefore fails and the contrast itself varies with depth: without absorption, the darkest dose runs from about 2\% to 4\% of the mean at the same depth for a reflectance of 0.01, and can reach roughly 30\% at the nodes for a reflectance of 0.35. A real resist also has a gradual response and chemical blur, which the threshold widths leave out. The numerical output lists the values used here.

\section*{Computed results}
\begin{verbatim}
wavelength (rough He-Cd line): 325 nm
chosen peak spacing a: 650 nm
sin(theta): 0.3333; theta: 19.47 deg
transverse wave number q: 0.006444 1/nm
smallest spacing in air (theta -> 90 deg): 216.7 nm
searched peak-to-peak distance: 650.00 nm
searched peak-to-zero distance: 375.28 nm
maxima, minima per cell: 1, 2
peak, cell mean, saddle: 9.0000, 3.0000, 1.0000 I0
largest searched zero value below 1e-9 I0: True
area fraction below I0 (grid count): 0.250
dose of one beam: 6.0 mJ/cm2
peak dose: 54.0 mJ/cm2
mean dose: 18.0 mJ/cm2
saddle dose: 6.0 mJ/cm2
half-peak dose: 27.0 mJ/cm2
half-peak width along a peak row: 350.9 nm
half-peak width across the row: 349.6 nm
dark-spot limit dose: 1.0 mJ/cm2
dark-spot radius, quadratic law: 42.2 nm
dark-spot radius, full pattern: 40.0 to 46.2 nm
Neglected effects (rough or chosen parameters)
Vector patterns: min and max in units of one third of the cell mean
azimuthal polarization, air: 0.000, 4.500
common linear polarization, air: 0.238, 8.496
resist refractive index: 1.7
common linear, in resist: 0.086, 8.825
circular polarization, air: 0.007, 8.493
circular, in resist: 0.000, 8.825
standing-wave period in depth: 97.5 nm
reflectance 0.01 (coated): depth factor 0.81 to 1.21
reflectance 0.35 (bare): depth factor 0.17 to 2.53
resist thickness: 300 nm; absorption: 0.5 1/um
absorption factor at resist bottom: 0.858
phase jitter per beam: 0.10 rad rms
jitter: zero rises to 0.0299 I0 = 0.179 mJ/cm2
jitter: peak falls to 8.940 I0
field radius: 10 mm; coherence length (1/e): 100 mm
largest path difference at field edge: 5.77 mm
coherence: zero at field edge rises to 0.0050 I0
one amplitude reduced to: 0.90
imbalance: zero kept, moved by 10.2 nm; peak 8.41 I0
amplitudes 1, 1, 2.5: lowest intensity 0.250 I0
\end{verbatim}
